# Phonon-assisted ac conductivity of independent donor pairs

## Result

For localized levels of constant density $g$ (per energy and volume), placed at random and relaxing only in isolated pairs, the low-frequency conductivity is

$$\boxed{\mathrm{Re}\,\sigma(\omega)=\frac{\pi^4}{384}\,e^2g^2\,kT\,a^5\,\omega\,L^4,\qquad L=\ln\frac{\nu}{\omega}\gg1.}$$

Here $\omega$ is the angular frequency, $\nu$ the phonon attempt frequency, $e>0$ the elementary charge, and $a$ the decay length of the wave function, $\psi\sim e^{-r/a}$. If $a'$ is instead defined by $|\psi|^2\sim e^{-r/a'}$, then $a=2a'$ and the prefactor multiplying $a'^5$ is $\pi^4/12$.

The law is the leading term for large $L$. It needs $\hbar\omega\ll kT$, a tunnel splitting at the dominant pair separation much smaller than $kT$, a flat band much wider than $kT$, and a Coulomb energy between the two sites much smaller than $kT$. The last condition fails for shallow donors at low temperature. The replacement law, derived below, has neither the factor $T$ nor the fourth power of the logarithm.

## One pair in an alternating field

Each site holds 0 or 1 electron; a second electron is excluded by on-site repulsion. Consider a pair that holds one electron, with site 1 at the origin and site 2 at $\mathbf r$. Let $\Delta=E_2-E_1$ and $z=r\cos\theta$, the component of $\mathbf r$ along the field $F$. The electron has charge $-e$, so the field changes the level difference to

$$D(t)=\Delta+eF(t)z .$$

Let $p$ be the probability that the electron is on site 2. With hopping rates $W_{12}$ and $W_{21}$,

$$\dot p=W_{12}(1-p)-W_{21}p=-\Gamma\,[p-p_{\rm eq}(D)],\qquad \Gamma=W_{12}+W_{21}.$$

The second form uses detailed balance, $W_{12}/W_{21}=e^{-D/kT}$, which gives $W_{12}/\Gamma=p_{\rm eq}(D)=1/(1+e^{D/kT})$. Using the instantaneous $D$ is justified for $\hbar\omega\ll kT$ and a field that varies slowly during a single hop.

Write $p=p_0+p'$ with $p_0=p_{\rm eq}(\Delta)$. The field also changes $\Gamma$, but that change multiplies $p_0-p_{\rm eq}(\Delta)=0$, so it drops out at first order. Since $dp_{\rm eq}/dD=-p_0(1-p_0)/kT$ at $D=\Delta$,

$$\dot p'=-\frac1\tau\left[p'+\frac{eFz}{kT}\,p_0(1-p_0)\right],\qquad \frac1\tau=\Gamma(\Delta).$$

For $F\propto e^{-i\omega t}$ the left side is $-i\omega p'$, and therefore

$$p'=-\frac{eFz}{kT}\,\frac{p_0(1-p_0)}{1-i\omega\tau}.$$

The induced dipole is $-ezp'$, which is positive along the field. Its time derivative is the pair's contribution to the current density times volume. Dividing by $F$ gives

$$\sigma_{\rm pair}=\frac{e^2z^2}{kT}p_0(1-p_0)\,\frac{-i\omega}{1-i\omega\tau}.$$

Multiplying numerator and denominator by $1+i\omega\tau$ gives the real part

$$\mathrm{Re}\,\sigma_{\rm pair}=\frac{e^2r^2\cos^2\theta}{kT}\,p_1p_2\,\frac{\omega^2\tau}{1+\omega^2\tau^2},\qquad p_1p_2=\frac1{4\cosh^2(\Delta/2kT)},$$

where $p_2=p_0$ and $p_1=1-p_0$. A fast pair follows the field without lag and a slow pair hardly moves. At fixed $\omega$ the loss is greatest at $\omega\tau=1$.

This formula was tested against time integration of the nonlinear master equation, with a constant downhill rate and an uphill rate modulated by the field. For $\Delta=1.3\,kT$, a modulation of $0.01\,kT$ and an angular frequency of $0.7$ times the downhill rate, both routes give 0.049751 for the reduced loss $p_1p_2\,\omega^2\tau/(1+\omega^2\tau^2)$, in units of the downhill rate.

## Statistics of the pairs

A pair with no electron, or with two, has no electron that can move between its sites. The weight of a pair is thus the probability $P_1$ of single occupation times $p_1p_2$. Measure levels from the Fermi level, $x_i=(E_i-E_F)/kT$, and set $b_i=e^{-x_i}$. Without Coulomb interaction between the sites, the four states have Boltzmann weights $1,\,b_1,\,b_2,\,b_1b_2$, so that

$$P_1=\frac{b_1+b_2}{(1+b_1)(1+b_2)},\qquad p_1p_2=\frac{b_1b_2}{(b_1+b_2)^2},$$

$$w\equiv P_1p_1p_2=\frac{b_1b_2}{(b_1+b_2)(1+b_1)(1+b_2)}.$$

Spin doubles the weight of each occupied site, $b_i\to2b_i$. This shifts $x_i$ by $\ln2$, which has no effect when $g$ is constant.

Let $s=(x_1+x_2)/2$, $\delta=x_2-x_1=\Delta/kT$ and $C=\cosh(\delta/2)$. Then $b_1b_2=e^{-2s}$, $b_1+b_2=2e^{-s}C$, and

$$(1+b_1)(1+b_2)=1+2e^{-s}C+e^{-2s}=2e^{-s}(\cosh s+C).$$

Hence

$$w=\frac1{4C(\cosh s+C)},\qquad dx_1dx_2=ds\,d\delta .$$

For the integral over $s$, use the identity

$$\tanh\frac{s+b}2-\tanh\frac{s-b}2=\frac{2\sinh b}{\cosh s+\cosh b}.$$

The left side is the difference of two copies of a step of height 2, displaced by $2b$; its integral over $s$ is $4b$. Thus

$$\int_{-\infty}^{\infty}\frac{ds}{\cosh s+\cosh b}=\frac{2b}{\sinh b}.$$

With $b=\delta/2$,

$$\int w\,ds=\frac{\delta}{4\cosh(\delta/2)\sinh(\delta/2)}=\frac{\delta}{2\sinh\delta}.$$

Expanding $1/\sinh\delta=2\sum_{n\ge0} e^{-(2n+1)\delta}$ for $\delta>0$,

$$\iint w\,dx_1dx_2=\int_0^\infty\frac{\delta\,d\delta}{\sinh\delta}=2\sum_{n=0}^{\infty}\frac1{(2n+1)^2}=\frac{\pi^2}4 .$$

Direct integration of the four-state weights gives 2.467401, equal to $\pi^2/4$ to the digits shown. Both levels must lie within a few $kT$ of the Fermi level, which supplies $(kT)^2$. The susceptibility supplies $1/kT$. One power of $T$ remains, provided that $\nu$ does not depend on temperature.

## Sum over separations

The tunnelling amplitude falls as $e^{-r/a}$ and the hopping rate as its square. We write

$$\frac1\tau=\nu\,e^{-2r/a}\,\varphi(\delta),$$

where $\varphi$ is of order one. Algebraic dependence on $r$ is neglected; it leaves the leading term for large $L$ unchanged but is not a small correction at moderate $L$, as the last section shows. The numerical values below use $\varphi=1+e^{-|\delta|}$: the downhill rate is $\nu e^{-2r/a}$ and the uphill rate is smaller by $e^{-|\delta|}$.

The density of pairs is $\tfrac12g^2dE_1dE_2\,4\pi r^2dr$, where the factor $\tfrac12$ counts each pair once. Random orientation gives $\langle\cos^2\theta\rangle=1/3$. With $dE_1dE_2=(kT)^2dx_1dx_2$,

$$\mathrm{Re}\,\sigma=\frac{2\pi}3e^2g^2kT\,\omega\iint dx_1dx_2\,w\,J,\qquad J=\int_0^\infty r^4\frac{\omega\tau}{1+\omega^2\tau^2}\,dr .$$

Two powers of $r$ in $J$ come from the squared dipole and two from the volume element. Put

$$y=\ln\omega\tau=\frac{2r}a-\Lambda,\qquad \Lambda=L+\ln\varphi .$$

Then $r=(a/2)(\Lambda+y)$, $dr=(a/2)dy$, and the Debye factor becomes $e^y/(1+e^{2y})=1/(2\cosh y)$:

$$J=\left(\frac a2\right)^5\int_{-\Lambda}^\infty\frac{(\Lambda+y)^4}{2\cosh y}\,dy .$$

The lower limit may be moved to $-\infty$. Since $1/(2\cosh y)\le e^y$, this adds at most $24e^{-\Lambda}$ to the integral.

The moments of the kernel follow from

$$G(k)=\int_{-\infty}^{\infty}\frac{e^{ky}}{2\cosh y}\,dy,\qquad |k|<1 .$$

Close the contour along the line $\mathrm{Im}\,y=\pi$, where the integrand is $-e^{i\pi k}$ times its value on the real axis. The enclosed pole at $y=i\pi/2$ has residue $e^{i\pi k/2}/(2i)$. Therefore

$$(1+e^{i\pi k})G=\pi e^{i\pi k/2},\qquad G=\frac{\pi}{2\cos(\pi k/2)}=\frac\pi2\left[1+\frac{\pi^2k^2}{8}+\frac{5\pi^4k^4}{384}+\dots\right].$$

The coefficient of $k^n$ is the $n$th moment divided by $n!$. The moments of order 0, 2 and 4 are $\pi/2$ times $1$, $\pi^2/4$ and $5\pi^4/16$; odd moments vanish by symmetry. The even part of $(\Lambda+y)^4$ is $\Lambda^4+6\Lambda^2y^2+y^4$, so up to the exponentially small term

$$J=\left(\frac a2\right)^5\frac\pi2\,S(\Lambda),\qquad S(\Lambda)=\Lambda^4+\frac{3\pi^2}2\Lambda^2+\frac{5\pi^4}{16}.$$

To leading order $S=L^4$, and the factors combine as

$$\frac{2\pi}3\cdot\frac{\pi^2}4\cdot\frac\pi2\cdot\frac1{32}=\frac{\pi^4}{384},$$

which is the stated result. The main contribution comes from separations near

$$r_\omega=\frac a2\ln\frac\nu\omega,$$

in a shell whose thickness is of order $a$. Lowering the frequency brings in more distant pairs, which are more numerous and have larger dipoles.

## Finite logarithm and frequency exponent

For implementation at moderate $L$, multiply the leading law by

$$R(L)=\frac{1}{L^4}\,\frac{4}{\pi^2}\int_{-\infty}^{\infty}\frac{\delta}{2\sinh\delta}\,S\big(L+\ln\varphi(\delta)\big)\,d\delta .$$

With angle brackets for the average over the normalized weight in $\delta$, expansion gives

$$R=1+\frac{4\langle\ln\varphi\rangle}L+\frac{6\langle\ln^2\varphi\rangle+3\pi^2/2}{L^2}+O(L^{-3}).$$

The first correction depends on the chosen phonon rate. The term $3\pi^2/2$ comes from the width of the Debye kernel and is independent of that choice.

Since $dL/d\ln\omega=-1$, the leading law has the local exponent

$$\frac{d\ln\mathrm{Re}\,\sigma}{d\ln\omega}=1-\frac4L .$$

It is therefore not a true power law, although it can resemble one over a limited frequency range. At $L=40$, quadrature of the full pair integral gives an exponent of 0.9011, against 0.9 from this formula.

## When the Coulomb energy matters

An empty donor is positively charged. A pair of empty donors has the extra energy

$$U=\frac{e^2}{4\pi\varepsilon_0\kappa r},$$

where $\kappa$ is the relative permittivity. Let $u=U/kT$. If each level is defined with the other site neutral, the weights for zero, one and two electrons are $e^{-u}$, $b_i$ and $b_1b_2$. Multiply all of them by $e^u$ and define new levels $x_i-u$. In terms of the new $b_i$ the weights are $1$, $b_i$ and $b_1b_2e^{-u}$. The shift of levels is harmless for constant $g$. The motion of a single electron within the pair is unchanged; what changes is the number of singly occupied pairs.

The new partition sum is $Z=1+2e^{-s}C+e^{-2s-u}$. Setting $s=s'-u/2$ gives

$$Z=2e^{-s'}(\cosh s'+e^{u/2}C),\qquad \frac{b_1b_2}{b_1+b_2}=\frac{e^{-s'}e^{u/2}}{2C},$$

$$w=\frac{b_1b_2}{(b_1+b_2)Z}=\frac{e^{u/2}}{4C(\cosh s'+e^{u/2}C)} .$$

Define $B>0$ by $\cosh B=e^{u/2}C$. The same integral over $s'$ as before yields

$$I(u)=\iint w\,dx_1dx_2=\int_{-\infty}^{\infty}\frac{e^{u/2}B}{2C\sinh B}\,d\delta,\qquad I(0)=\frac{\pi^2}4 .$$

For large $u$, $\sinh B\simeq e^{u/2}C$ and $B\simeq u/2+\ln(2C)$. With $\delta=2b$,

$$I(u)\simeq\int_{-\infty}^{\infty}\frac{u/2+\ln(2\cosh b)}{\cosh^2b}\,db=u+2 .$$

The first term uses $\int\cosh^{-2}b\,db=2$. The second follows by parts: between $-M$ and $M$ the boundary term tends to $2M$ and $\int\tanh^2b\,db$ tends to $2M-2$, leaving 2. The four-state integral at $u=30$ gives 32.0000.

When $U\gg kT$, the product $kT\,I$ tends to $U$, so $T$ cancels. Since $U\propto1/r$, the separation integral contains $r^3$ instead of $r^4$, and its leading value is $(a/2)^4(\pi/2)L^3$. Collecting factors, $(2\pi/3)(\pi/2)/16=\pi^2/48$:

$$\mathrm{Re}\,\sigma\simeq\frac{\pi^2}{48}\,e^2g^2\,\frac{e^2}{4\pi\varepsilon_0\kappa}\,a^4\,\omega\,L^3,\qquad \hbar\omega\ll kT\ll U(r_\omega).$$

This limit assumes that $g$ stays constant over energies of order $U$ and that the tunnel splitting at $r_\omega$ is much smaller than $kT$. Any depletion of levels near the Fermi energy by longer-range Coulomb interactions is left out.

For rough shallow-donor values, $a=2$ nm and 5 K, with the same $\nu$, frequency and permittivity as in the example below, $U=0.0103$ eV and $u=23.8$. With $u$ held at this value, the energy integral is about 10.5 times its value without Coulomb energy. This shows only the size of the Coulomb term. For hydrogen-like donors the tunnel splitting at $r_\omega=12$ nm is of order 1 meV, above $kT=0.43$ meV, so localized levels are a poor description and neither law gives the conductivity of such donors at this frequency and temperature.

## Worked example: defect-rich amorphous silicon

Take donor-like defect levels with the following rough values: $g=10^{18}$ eV$^{-1}$cm$^{-3}$, $a=1$ nm, $\nu=10^{13}$ s$^{-1}$ and $\kappa=11.7$. The temperature is 300 K and the frequency 10 MHz. Then $kT=0.02585$ eV, $\omega=6.283\times10^7$ s$^{-1}$, and

$$L=\ln\frac{10^{13}}{6.283\times10^7}=11.98,\qquad L^4=2.058\times10^4,\qquad r_\omega=5.99\ \text{nm}.$$

In SI units $eg=10^{24}$ V$^{-1}$m$^{-3}$ and $kT=0.02585\times1.602\times10^{-19}$ J. With $\pi^4/384=0.2537$,

$$\begin{aligned}\mathrm{Re}\,\sigma={}&0.2537\,(10^{24})^2\,(0.02585\times1.602\times10^{-19})\\&\times(10^{-9})^5\,(6.283\times10^7)(2.058\times10^4)\\={}&1.36\times10^{-6}\ \text{S/m}=1.36\times10^{-8}\ \text{S/cm}.\end{aligned}$$

With the other inputs fixed, the leading law gives $2.7\times10^{-9}$ S/cm at 1 MHz and $5.8\times10^{-8}$ S/cm at 100 MHz.

The finite-logarithm factor is $R=1.203$, which raises the 10 MHz value to $1.635\times10^{-8}$ S/cm. The kernel width accounts for about half of the increase, since $3\pi^2/(2L^2)=0.103$; most of the rest comes from $\varphi$. A Monte Carlo sum over two million random pairs, with the same rates, an unlimited flat band and no Coulomb energy, gives $(1.640\pm0.005)\times10^{-8}$ S/cm. The local exponent is 0.689, compared with $1-4/L=0.666$. It is larger because $R$ falls towards 1 as $L$ grows, and thus rises with frequency.

## Size of the neglected effects

**Coulomb energy.** At $r_\omega$, $U=0.0206$ eV and $u=0.795$. With $u$ held at this value for all pairs, the four-state sum raises the conductivity by a factor of 1.250. The large-$u$ form must not be used here.

**Band width.** For a flat band 0.20 eV wide, centred on the Fermi level, the energy integral is 0.859 of its infinite-band value at 300 K. The thermal window is being cut off, so the conductivity rises more slowly than $T$. At lower temperature this cut-off disappears: without Coulomb energy, the conductivity ratio between 100 K and 50 K is 1.9996 for the same band. In the example itself the Coulomb energy then spoils the proportionality, since $u$ at $r_\omega$ is about 2.4 at 100 K and 4.8 at 50 K. The tunnel splitting estimated below also ceases to be small on cooling: pairs with $|\Delta|<2t$ carry 12% of the energy weight at 100 K and 23% at 50 K.

If the three factors are treated as independent, their product is $1.203\times1.250\times0.859=1.29$, and the estimate becomes about $1.8\times10^{-8}$ S/cm. The factors are in fact coupled. Integrating them jointly, with $u\propto1/r$ inside the finite band, gives a factor of 1.26 to 1.27, depending on which level definition the band is centred on, or $1.7\times10^{-8}$ S/cm.

**Third sites.** Two spheres of radius $r_\omega$ centred on the sites of a pair have a joint volume of $27/16$ times that of one sphere. With an active energy window of $4kT$, they contain 0.157 further sites on average. At this $L$ the loss-weighted mean separation is 6.5 nm, somewhat beyond $r_\omega$. Averaging $r^3$ over the loss raises the count to 0.21, and counting all levels of the 0.20 eV band raises it to 0.41. The isolated-pair picture is reasonable but not accurate to a few per cent. This number grows as $gL^3$ at fixed $T$ and $a$, so the approximation worsens at lower frequency.

**Tunnel splitting.** A tunnel integral $t=t_0e^{-r/a}$ with a rough $t_0=0.5$ eV is 0.00125 eV at $r_\omega$. With $t$ held at this value for all pairs, those with $|\Delta|<2t$, for which localized levels are a poor description, carry 3.9% of the energy weight.

**Direct current.** The band contains $2\times10^{17}$ sites per cm$^3$. Requiring 2.7 neighbours per site on average, roughly the percolation threshold for randomly placed sites, gives a distance of 14.8 nm and a hopping rate of about 1.5 s$^{-1}$. The estimate $e^2g r_c^2\Gamma_c/6$, with $r_c$ that distance and $\Gamma_c$ that rate, gives roughly $9\times10^{-14}$ S/cm without energy costs. Band conduction with a rough prefactor of 200 S/cm and activation energy of 0.70 eV gives $3.5\times10^{-10}$ S/cm. Both lie well below the pair conductivity at 10 MHz.

**Field strength.** The linear response requires $F\ll kT/(er_\omega)=0.043$ MV/cm.

## Use for real material

The chosen $g$ is meant for silicon rich in dangling bonds. Good hydrogenated amorphous silicon has a far smaller defect density. Reducing $g$ a hundredfold, with all else fixed, lowers the pair conductivity by $10^4$, below the band-conduction estimate above. Raising $g$ tenfold gives about 1.6 active third sites per pair, and the independent-pair assumption fails.

The result is sensitive to the decay length and much less so to the attempt frequency. At fixed $\nu$ and $\omega$, a 30% increase in $a$ multiplies the leading result by $1.3^5=3.7$. A tenfold increase in $\nu$ multiplies it by $(1+2.303/11.98)^4=2.0$. The form of the rate matters as well. A hydrogen-like tunnel integral proportional to $(r/a)e^{-r/a}$ puts a factor $(r/a)^2$ into $1/\tau$. At the same $\nu$ this raises the factor on the leading law at 10 MHz from 1.20 to 4.3 and the local exponent from 0.689 to 0.74. Real defects also have a non-uniform density of levels, a spread of decay lengths, and possibly accessible second-electron levels. The calculated conductivity is therefore an order-of-magnitude model estimate, not a prediction for a particular film. The values behind the example are collected in the numerical output.

## Computed values

```
TESTS
driven pair, loss from time integration: 0.049751 (reduced)
driven pair, loss from Debye formula: 0.049751 (reduced)
energy integral, four-state sum: 2.467401
pi^2/4: 2.467401
energy integral at u = 30: 32.0000
frequency exponent at L = 40, quadrature: 0.9011
conductivity ratio 100 K / 50 K, finite band: 1.9996
EXAMPLE INPUTS (rough, defect-rich amorphous silicon)
temperature: 300 K; frequency: 10 MHz
density of levels g: 1.0e+18 1/(eV cm^3)
decay length a: 1.0 nm; attempt frequency: 1.0e+13 1/s
band width: 0.20 eV; permittivity: 11.7
tunnel prefactor: 0.50 eV
band conduction: 200 S/cm, 0.70 eV
EXAMPLE RESULTS
thermal energy kT: 0.02585 eV
angular frequency: 6.2832e+07 1/s
logarithm L: 11.978; L^4: 20581.8
dominant separation: 5.99 nm
numerical prefactor pi^4/384: 0.25367
leading conductivity: 1.359e-08 S/cm = 1.359e-06 S/m
leading conductivity at 1 MHz: 2.745e-09 S/cm
leading conductivity at 100 MHz: 5.784e-08 S/cm
factor from lower powers of L and phi: 1.2033
conductivity with that factor: 1.635e-08 S/cm
Monte Carlo conductivity: 1.640e-08 +- 4.9e-11 S/cm
frequency exponent 1-4/L: 0.666
frequency exponent, quadrature: 0.689
NEGLECTED EFFECTS
pair Coulomb energy: 0.0206 eV; over kT: 0.795
factor from pair Coulomb energy: 1.250
factor from finite band width: 0.859
active third sites near a pair: 0.157
tunnel integral at dominant separation: 0.00125 eV
share of weight with level gap below twice that: 0.039
site density: 2.0e+17 1/cm^3
percolation distance: 14.8 nm; hop rate: 1.48e+00 1/s
dc hopping, rough upper estimate: 8.6e-14 S/cm
band conduction, rough: 3.5e-10 S/cm
field at which e F r = kT: 0.0432 MV/cm
photon energy over kT: 1.6e-06
SHALLOW-DONOR COMPARISON (rough, same frequency and nu)
decay length: 2.0 nm; temperature: 5 K
pair Coulomb energy: 0.0103 eV; over kT: 23.8
factor from pair Coulomb energy: 10.48
```
